# Why DMRG cost is exponential in cylinder width but polynomial in length

**A lattice of dimers.** Take spinless fermions on a cylinder with \(W\) sites around and \(L\) columns, and keep hopping on the horizontal bonds between columns 0 and 1, 2 and 3, and so on. At half filling each bond holds one particle in its bonding orbital. A cut through \(W\) such bonds sees the state \(\prod_y (c^\dagger_{{\rm left},y}+c^\dagger_{{\rm right},y})/\sqrt2\,|0\rangle\). Multiplied out, this is a sum over the \(2^W\) subsets of rows whose particle sits on the left. Different terms are orthogonal on both sides, so the sum is a Schmidt decomposition with \(2^W\) weights \(2^{-W}\), and the entropy is \(S=W\ln 2\). A matrix product state (MPS) that runs through the lattice column by column needs bond dimension \(M=2^W\) at this cut. More columns add more cuts, but no cut crosses more than \(W\) dimers, so \(M\) does not depend on \(L\). In general the width statement is a lower bound on \(M\) and follows from \(S\le\ln M\). The length statement is an upper bound on \(M\), which that inequality cannot supply.

**Model and conventions.** The test case is
\[H=-t\sum_{\langle ij\rangle}(c_i^\dagger c_j+c_j^\dagger c_i)+\Delta\sum_j(-1)^{x+y}n_j+V\sum_{\langle ij\rangle}(n_i-\tfrac12)(n_j-\tfrac12),\]
periodic in \(y\), open in \(x\), with \(N=WL\) sites in the order \(j=xW+y\) and local dimension \(d=2\). The parameters are round model values, \(\Delta=t\) or 0 and \(V=t\) or 0. Entropies are in nats. The ground state \(\psi\) has descending Schmidt weights \(p_i\) at a cut, discarded weight \(\varepsilon(M)=\sum_{i>M}p_i\), and Rényi entropies \(S_\alpha=\ln(\sum_i p_i^\alpha)/(1-\alpha)\), \(S_1=S\). All numbers are from the numerical output below.

**What a bond of dimension \(M\) can carry.** Contracting an MPS to the left and right of one bond gives \(|\phi\rangle=\sum_{a=1}^M|l_a\rangle|r_a\rangle\). The left density matrix acts within the span of the \(|l_a\rangle\) and has rank \(r\le M\). Concavity of the logarithm gives
\[S=\sum_{p_i>0}p_i\ln\frac1{p_i}\le\ln\sum_{p_i>0}p_i\frac1{p_i}=\ln r\le\ln M .\]
A random MPS with \(M=5\) on 12 sites has rank 5 and \(S=0.80\), below \(\ln5=1.61\).

This bounds the entropy of \(\phi\), and DMRG only approximates \(\psi\). Let \(Q\) be a rank-\(M\) projector whose range contains the \(|l_a\rangle\), with \(\phi\) normalized. Since \(Q\phi=\phi\), Cauchy–Schwarz gives \(|\langle\psi|\phi\rangle|^2=|\langle Q\psi|\phi\rangle|^2\le\langle\psi|Q|\psi\rangle=\sum_i p_iq_i\), where \(q_i\) are the diagonal elements of \(Q\) in the Schmidt basis. They obey \(0\le q_i\le1\) and \(\sum q_i=M\), so the sum is largest when the \(M\) largest weights are taken. The infidelity therefore satisfies
\[\eta=1-|\langle\psi|\phi\rangle|^2\ge\max_{\rm cuts}\varepsilon(M).\]
Write \(\phi=\sqrt{1-\eta}\,\psi+\sqrt\eta\,\chi\) with \(\chi\perp\psi\), up to a phase. The cross term vanishes because \(\psi\) is an eigenstate, so \(E-E_0=\eta(\langle\chi|H|\chi\rangle-E_0)\ge\eta\,E_{\rm gap}\). Hence \(\varepsilon(M)\le(E-E_0)/E_{\rm gap}\) at every cut: an energy error small compared with the gap forces a small \(\varepsilon(M)\), while a unique ground state with a tiny gap gives no such guarantee.

**Lower bounds on \(M\) at finite \(\varepsilon\).** Split the weights into kept ones, \(p_i=(1-\varepsilon)k_i\), and discarded ones, \(p_i=\varepsilon u_i\), with \(k\) and \(u\) normalized. Inserting \(\ln p_i=\ln(1-\varepsilon)+\ln k_i\) and \(\ln p_i=\ln\varepsilon+\ln u_i\) into \(S\) gives
\[S=h(\varepsilon)+(1-\varepsilon)S[k]+\varepsilon S[u],\qquad h(\varepsilon)=-\varepsilon\ln\varepsilon-(1-\varepsilon)\ln(1-\varepsilon).\]
Here \(S[k]\le\ln M\), and \(S[u]\le n\ln d\) with \(n\) the number of sites on the smaller side. With \(1-\varepsilon\le1\),
\[\ln M\ge S-h(\varepsilon)-\varepsilon\,n\ln d. \tag{1}\]
Both subtracted terms increase with \(\varepsilon\) below \(1/2\), so a target \(\varepsilon\) may replace the actual, smaller one. The last term grows with the volume. Hölder's inequality with exponents \(\alpha>1\) and \(\alpha/(\alpha-1)\) avoids it: \(1-\varepsilon=\sum_{i\le M}p_i\cdot1\le(\sum_i p_i^\alpha)^{1/\alpha}M^{(\alpha-1)/\alpha}\). Since \((\sum p^\alpha)^{1/\alpha}=e^{-(\alpha-1)S_\alpha/\alpha}\), taking the logarithm and multiplying by \(\alpha/(\alpha-1)\) gives
\[\ln M\ge S_\alpha-\frac{\alpha}{\alpha-1}\ln\frac1{1-\varepsilon},\qquad\alpha>1. \tag{2}\]
If \(S_\alpha\approx a_\alpha W\) with \(a_\alpha>0\), then \(M\gtrsim e^{a_\alpha W}\) at any fixed \(\varepsilon<1\). For a product state \(a_\alpha=0\) and there is no wall.

**The upper bound needs \(\alpha<1\).** Small \(S\) does not make \(M\) small. Take one weight 0.99 and \(K=1048576\) equal weights sharing 0.01. The grouping formula gives \(S=h(0.01)+0.01\ln K=0.0560+0.1386=0.1946\). Reaching \(\varepsilon=10^{-3}\) requires nine tenths of the tail, \(0.9K=943718.4\), rounded up, plus the leading state: \(M=943720\). The entropy \(S_{1/2}=9.28\) does register this tail.

Let \(\alpha<1\) and \(Z=\sum p_i^\alpha\). The first \(M\) weights are at least \(p_M\), so \(Mp_M^\alpha\le Z\) and \(p_M\le(Z/M)^{1/\alpha}\). For \(i>M\), \(p_i=p_i^{1-\alpha}p_i^\alpha\le p_M^{1-\alpha}p_i^\alpha\). Summing, \(\varepsilon\le(Z/M)^{(1-\alpha)/\alpha}Z=Z^{1/\alpha}M^{-(1-\alpha)/\alpha}\), and \(Z^{1/\alpha}=e^{(1-\alpha)S_\alpha/\alpha}\) gives
\[\varepsilon(M)\le\exp\Big[\frac{1-\alpha}{\alpha}(S_\alpha-\ln M)\Big],\qquad\alpha<1. \tag{3}\]

The cuts must now be combined. Truncate \(\psi\) by successive singular value decompositions (SVD) from the left. Step \(k\) applies a projector \(P_k\) of rank at most \(M\) on the first \(k\) sites, built inside (states kept at step \(k-1\))\(\,\otimes\,\mathbb C^d\), so \(P_kP_{k-1}=P_k\). The pieces \((P_{k-1}-P_k)\psi\) are then mutually orthogonal and their squared norms add. Let \(\psi_k^M\) be the rank-\(M\) Schmidt truncation of \(\psi\) at cut \(k\). \(P_{k-1}\) acts on the left side alone, so \(P_{k-1}\psi_k^M\) still has rank at most \(M\), and its squared distance from \(P_{k-1}\psi\) is at most \(\varepsilon_k(M)\). The SVD discards no more: any rank-\(M\) approximant of a vector \(\chi\) lies at squared distance at least \(\|(1-Q)\chi\|^2\), and the SVD minimizes this by the argument for \(\sum p_iq_i\). With \(\phi=P_{N-1}\psi\), one has \(\langle\psi|\phi\rangle=\|\phi\|^2\), so the normalized state has \(\eta=1-\|\phi\|^2=\|\psi-\phi\|^2\le\sum_k\varepsilon_k(M)\). To reach total infidelity \(\delta\), set the right side of (3) to \(\delta/(N-1)\) and solve for \(M\):
\[M=\Big\lceil e^{S_\alpha^{\max}}\Big(\frac{N-1}{\delta}\Big)^{\alpha/(1-\alpha)}\Big\rceil\ \text{suffices}, \tag{4}\]
with the maximum taken over all cuts. This is a power of \(L\) at fixed \(W\) if \(S_\alpha^{\max}\) is bounded in \(L\) or grows as \(\ln L\). It proves that a good MPS exists. That the sweeps find it is an observation, reported below for one case.

**From \(M\) to operations.** In the order \(j=xW+y\), horizontal bonds have range \(W\), vertical bonds range 1 and the bond closing a ring range \(W-1\). Every bond across a cut therefore starts on one of the last \(W\) sites. The left factors of \(H\) are \(c^\dagger\), \(c\) (with their Jordan–Wigner strings) and \(n-\frac12\) on those sites, the identity and the left Hamiltonian. The matrix product operator has dimension \(D=3W+2\), or \(2W+2\) at \(V=0\). The largest operator Schmidt rank of the full matrix \(H\) tests that this is also needed: it is 8, 11, 14 for \(W=2,3,4\), and 6, 8, 10 at \(V=0\).

One product of the effective Hamiltonian with the two-site tensor (\(M\times d\times d\times M\)) takes four pairwise contractions, each costing the product of the dimensions of all indices involved. The left environment (\(M\times D\times M\)) costs \(M^3d^2D\). Each site operator (\(D\times D\times d\times d\)) costs \(M^2d^3D^2\). The right environment costs \(M^3d^2D\). A sweep there and back has about \(2(N-1)\) updates, so per Krylov vector
\[C=2(N-1)\,\big(2M^3d^2D+2M^2d^3D^2\big) \tag{5}\]
multiply-adds. A search over all pairwise orders confirms the bracket as the minimum at \((M,D)=(64,14),(1000,14),(5000,22)\). Equation (5) assumes dense tensors, the same \(M\) on every bond, and omits the SVD and environment updates. For \(M\gg dD\) it gives \(C\propto W^2L\,M^3\). Length enters explicitly to the first power and width to the second; any further dependence on either enters through \(M\).

**An interacting 4×4 lattice.** At \(\Delta=V=t\), Lanczos diagonalization in the full Fock space gives \(E_0=-19.9418\,t\) and \(E_{\rm gap}=2.337\,t\), counting all particle numbers; these are values for the finite cluster. The central cut has \(S_2=0.207\), \(S=0.481\), \(S_{1/2}=1.174\). The grouping identity, (1), (2) at \(\alpha=1.5,2,3\) and (3) at \(\alpha=0.3,0.5,0.7\) were tested on this spectrum for \(M\) up to 119. Two-site DMRG, five sweeps from a noisy charge-ordered state, gives:

| \(M\) | \(\max\varepsilon\) | \(\eta_{\rm DMRG}\) | \(\eta_{\rm SVD}\) | \(\sum\varepsilon\) | \((E-E_0)/t\) |
|---|---|---|---|---|---|
| 8 | 2.59e-3 | 1.20e-2 | 1.16e-2 | 1.77e-2 | 8.92e-2 |
| 16 | 1.94e-4 | 6.87e-4 | 6.55e-4 | 9.93e-4 | 5.77e-3 |
| 32 | 1.19e-5 | 3.06e-5 | 3.08e-5 | 3.86e-5 | 3.61e-4 |

DMRG lands within about 5% of the infidelity of the compressed ground state, and its energy errors lie below those of that state (\(0.112\,t\), \(7.40\times10^{-3}t\), \(4.07\times10^{-4}t\)). At \(M=8\) the gap bound reads \(2.337\,t\times0.01195=0.0279\,t\le0.0892\,t\). The largest entropy of the DMRG state is 0.58, 0.64, 0.64 against \(\ln M=2.08, 2.77, 3.47\). For this cluster, at these accuracies, \(S\le\ln M\) is far from saturated, unlike the dimer lattice, where the flat spectrum saturates it. Two-column cylinders with \(W=4,6,8\) give \(S/W=0.157, 0.140, 0.142\). The last two agree to about 1%, which is consistent with \(S\propto W\); with interaction this is a check on three sizes and not a derivation.

**Width at \(V=0\).** The ground state is a Slater determinant, and the density matrix of a block is Gaussian. In the eigenmodes of the block correlation matrix \(\langle c_i^\dagger c_j\rangle\), with eigenvalues \(\nu_m\), it is a product of two-level factors \((\nu_m,1-\nu_m)\). The Schmidt weights are products of these, the sum \(\sum p^\alpha\) factorizes, and
\[S_\alpha=\frac1{1-\alpha}\sum_m\ln[\nu_m^\alpha+(1-\nu_m)^\alpha].\]
On a 4×3 lattice the products match the many-body spectrum, and both routes give \(S=1.078669\).

For even \(W\), set \(c_{xy}=W^{-1/2}\sum_ke^{iky}c_{xk}\), \(k=2\pi m/W\). Vertical hopping becomes an on-site energy \(-2t\cos k\). Since \((-1)^y=e^{i\pi y}\), the staggered term couples \(k\) to \(k+\pi\) with amplitude \(\Delta(-1)^x\). The cylinder falls into \(W/2\) independent two-leg ladders, and the transform mixes no sites across a straight cut between columns. Hence
\[S_\alpha=\sum_{m=0}^{W/2-1}s_\alpha(k_m)\ \to\ W\int_0^\pi\frac{dk}{2\pi}\,s_\alpha(k)=a_\alpha W .\]
The ladder sum agrees with the full lattice for \(W=4\) to 10. At \(L=24\), \(W=48\) gives \(a_2=0.117\), \(a_1=0.221\), \(a_{1/2}=0.411\). The smallest \(M\) with \(\varepsilon(M)\le10^{-4}\) follows from listing the largest products; \(M_{\max}\) includes central cuts that stop inside a column. Cuts away from the centre need at most one state more at these widths.

| \(W\) | \(S\) | (1) | \(\ln M\) | (3) | \(M\) | \(M_{\max}\) | \(C\) |
|---|---|---|---|---|---|---|---|
| 4 | 0.884 | 0.880 | 3.258 | 10.85 | 26 | 33 | 8.8e8 |
| 6 | 1.333 | 1.327 | 4.575 | 11.68 | 97 | 125 | 7.7e10 |
| 8 | 1.767 | 1.759 | 5.762 | 12.50 | 318 | 409 | 4.1e12 |
| 10 | 2.207 | 2.198 | 6.900 | 13.32 | 992 | 1253 | 1.7e14 |

For \(W=10\), \(n=120\). Bound (1) is \(2.2068-0.0010-10^{-4}\cdot120\ln2=2.2068-0.0010-0.0083\approx2.198\). Bound (3) at \(\alpha=\frac12\) is \(S_{1/2}+\ln(1/\varepsilon)=4.108+9.210\approx13.32\). With \(M_{\max}=1253\) and \(D=22\), the bracket in (5) is \(8\cdot22\cdot1253^3+16\cdot22^2\cdot1253^2=3.46\times10^{11}+0.12\times10^{11}\), and \(2\cdot239\) times this is \(1.71\times10^{14}\).

The growth is much faster than the entropy suggests. Adding two rows multiplies \(M\) by 3.73, 3.28, 3.12 and \(C\) by 87, 53, 42, whereas \(e^{2a_1}=1.55\) and \(e^{6a_1}=3.76\). The entropy does fix the limit. Divide (2) and (3) by \(W\) at fixed \(\varepsilon\) and \(L\) and let \(W\to\infty\): the \(\varepsilon\) terms drop out, and \((\ln M)/W\) is caught between \(a_\alpha\) for any \(\alpha>1\) and \(a_\alpha\) for any \(\alpha<1\). At finite \(L\) the function \(a_\alpha\) is continuous at \(\alpha=1\), so \((\ln M)/W\to a_1\). The table is far from that limit, with \(6.900/10=0.69\) against 0.22. The steps in \(\ln M\), 1.32, 1.19, 1.14, exceed even \(2a_{1/2}=0.82\), the step of the upper bound. They use up the margin below that bound, which falls as 7.59, 7.11, 6.74, 6.42 and cannot turn negative, so such steps cannot persist.

**Length, gapped case.** For even \(W\) the hopping matrix \(h_0\) connects opposite sublattices and anticommutes with the sign matrix \(\sigma={\rm diag}((-1)^{x+y})\). Then \((h_0+\Delta\sigma)^2=h_0^2+\Delta^2\), and all levels have \(|\epsilon|\ge\Delta\) at any \(L\). That the entropies then saturate in \(L\) is tested here and not derived. For \(W=4\) the maxima over all cuts are \(S=1.0926\), \(S_{1/2}=1.8242\) at \(L=8\) and \(1.0925\), \(1.8244\) at \(L=16,32,64\). At fixed \(\varepsilon\) per cut, (3) then bounds \(M\) independently of \(L\), and \(C\) is at most linear in \(L\). At fixed total \(\delta\), (4) with \(\alpha=\frac12\) allows \(M\propto L\) and \(C\propto L^4\).

Using the actual Schmidt spectra in place of (3), a much smaller \(M\) meets the budget \(\varepsilon_k\le\delta/(N-1)\). Met at every cut, this budget guarantees \(\eta\le\delta\) through \(\eta\le\sum_k\varepsilon_k\). With \(\delta=10^{-3}\) and \(L=8,32,128\), the budget per cut is \(3.2\times10^{-5}\), \(7.9\times10^{-6}\), \(2.0\times10^{-6}\), and \(M=43,60,82\) is the largest need found in the first four columns and at the centre. The cuts in between can need slightly more: over all cuts the need is still 60 at \(L=32\) but 83 at \(L=128\), so the value 82, used in the exponents below, falls one state short of the guarantee. The bound at \(L=128\), using the saturated \(S_{1/2}\), is \(e^{1.824}/(1.957\times10^{-6})\approx3\times10^6\). The local exponents are \(\ln(60/43)/\ln4=0.24\) and 0.225 for \(M\), and 1.67 and 1.63 for \(C\). At \(L=8\) the \(M^2D^2\) term is a third of the bracket, \(2.96\times10^6\) of \(9.32\times10^6\), so a pure \(LM^3\) law does not yet describe these sizes. A sixteenfold length, with \(M\) chosen by this per-cut budget on the scanned cuts, costs a factor \(5.6\times10^{10}/5.8\times10^8=97\), or about 100 with \(M=83\). Going from \(W=4\) to 6 costs a factor 87 in the width table, but at \(L=24\) and the looser \(\varepsilon=10^{-4}\) per cut, so the two factors are not taken at equal accuracy.

**Length, critical case.** At \(\Delta=0\) each ladder splits into two open chains with levels \(-2t\cos k-2t\cos q\), \(q=\pi m/(L+1)\). For \(k=0\) all levels are negative and for \(k=\pi\) all are positive, so these chains are full and empty and carry no entanglement. Their level nearest zero still approaches it as \(\pi^2t/(L+1)^2\), so a closing gap alone does not imply entanglement. The other \(n_c=W-2\) chains are partly filled once \(L+1>W/2\), and their gap closes as \(1/L\). At \(W=4\) and 8, the widths used below, no level is exactly zero for even \(L\), so the ground state is unique. This is not so at every width: at \(W=6\) zero levels appear whenever 3 divides \(L+1\). The conformal result for an open chain with central charge 1, taken as given, is a central-cut entropy \(\frac1{12}(1+1/\alpha)\ln(L+1)\) plus a constant, so
\[S_\alpha\approx\frac{n_c}{12}\Big(1+\frac1\alpha\Big)\ln(L+1)+{\rm const}.\]
Between \(L=128\) and 512 at \(W=4\), the slope of \(S\) is \((2.6526-2.1833)/\ln(513/129)=0.340\) against \(1/3\), and that of \(S_{1/2}\) is 0.500 against \(1/2\). At \(W=8\) the slopes are 1.023 against 1 and 1.497 against \(3/2\). The largest deviation is 2.3% of the predicted slope.

If all cuts obey the same law, (4) at \(\alpha=\frac12\) gives \(M\lesssim L^{1+n_c/4}\) at fixed \(\delta\). This is polynomial in \(L\), but the exponent grows with \(W\), and (1) gives \(\ln M\gtrsim\frac{W-2}{6}\ln L\) while \(\varepsilon n\) is small, so the width multiplies \(\ln L\) in the exponent. For \(W=4\), \(\varepsilon=10^{-4}\) and the straight central cut, \(M=64,176,466\) at \(L=32,128,512\), with local exponents 0.73 and 0.70. These exceed \(n_c/4=0.5\), which is permitted for the same reason as in the width scan: (3) bounds \(M\), with the large offset \(\ln(1/\varepsilon)\), and not its local slope. If the conformal formula holds near \(\alpha=1\), the squeeze between (2) and (3) sends \(\ln M/\ln L\) to \(n_c/6=1/3\).

**Practical consequences.** The measured \(S\) gives a floor, \(M\ge e^S\) up to the corrections in (1), and not an estimate: at \(W=10\) the floor is \(e^{2.198}\approx9\) and the need is 992. A budget for the next width is better taken from the ratios of \(M(\varepsilon)\) at the widths already done. In this model these ratios fall with \(W\), so the last one overestimates the next if the trend continues. Step cuts need about a quarter more states than straight ones here (\(1253/992=1.26\)), so the discarded weight has to be watched on all bonds. Where the entropies saturate in \(L\), as tested here for the gapped model at \(V=0\), length is the cheap direction. Where the conformal formula applies, as for the free chains at \(\Delta=0\), the number of partly filled chains (modes of central charge 1) at the chosen \(W\) sets the limiting power of \(L\), and growth of \(S\) with \(\ln L\) measures that number. At the lengths computed here the local power of \(M\) is still about twice the limit (0.70 against 1/3 at \(W=4\)), so the slope of \(S\) alone underestimates the growth of \(M\).

The wall belongs to the ordering of the orbitals as well as to the state. A column-by-column order in the \((x,k)\) basis has the same straight cuts and the same \(M\) there. At \(V=0\), however, an order that finishes one ladder before starting the next cuts one ladder at a time, because the state is a product over ladders, and \(M\) is then that of a single ladder at any \(W\). The free model serves here as a way to count Schmidt states in the site basis. The interaction couples different ladders, the product form is lost, and the bounds (1) to (4) must then be applied to the entropies of whichever cuts the new order produces.

## Calculated quantities

```
inputs: t = 1.0, Delta = 1.0 t, V = 1.0 t or 0; entropies in nats
random MPS N=12 M=5: rank 5, S = 0.8026, ln M = 1.6094
flat tail 0.01, K=1048576: S = 0.1946, S_1/2 = 9.2771, M(1e-3) = 943720
W=2 L=4: largest operator rank of H: 8 (V=t), 6 (V=0)
W=3 L=3: largest operator rank of H: 11 (V=t), 8 (V=0)
W=4 L=2: largest operator rank of H: 14 (V=t), 10 (V=0)
cheapest product, M=5000 D=22: 2.2194e+13 multiply-adds
4x3 V=0 cut 6: S ED = 1.078669, S modes = 1.078669
4x4 V=t: E0 = -19.941829 t, gap = 2.3372 t
4x4 cut 8: S_2 = 0.2074, S = 0.4808, S_1/2 = 1.1741
M=8: max eps 2.592e-03, sum eps 1.769e-02, SVD err 1.159e-02, SVD dE 1.121e-01 t
  DMRG: infidelity 1.195e-02, dE 8.919e-02 t, max S 0.5839, ln M 2.0794
M=16: max eps 1.936e-04, sum eps 9.928e-04, SVD err 6.545e-04, SVD dE 7.399e-03 t
  DMRG: infidelity 6.873e-04, dE 5.774e-03 t, max S 0.6377, ln M 2.7726
M=32: max eps 1.186e-05, sum eps 3.858e-05, SVD err 3.076e-05, SVD dE 4.074e-04 t
  DMRG: infidelity 3.061e-05, dE 3.610e-04 t, max S 0.6449, ln M 3.4657
two columns V=t W=4: S = 0.6278, S/W = 0.1570
two columns V=t W=6: S = 0.8386, S/W = 0.1398
two columns V=t W=8: S = 1.1329, S/W = 0.1416
V=0 L=24 eps=0.0001: a_2 = 0.1169, a_1 = 0.2207, a_1/2 = 0.4108 per site (W=48)
W=4: S_2 0.4784 S 0.8843 S_1/2 1.6399; 0.880 <= lnM 3.258 <= 10.850
  M straight 26, M central max 33, D 10, sweep 8.773e+08 mult-adds/vector
W=6: S_2 0.7076 S 1.3332 S_1/2 2.4726; 1.327 <= lnM 4.575 <= 11.683
  M straight 97, M central max 125, D 14, sweep 7.658e+10 mult-adds/vector
  ratios to W-2: M straight 3.73, M max 3.79, cost 87.3
W=8: S_2 0.9347 S 1.7667 S_1/2 3.2878; 1.759 <= lnM 5.762 <= 12.498
  M straight 318, M central max 409, D 18, sweep 4.095e+12 mult-adds/vector
  ratios to W-2: M straight 3.28, M max 3.27, cost 53.5
W=10: S_2 1.1682 S 2.2068 S_1/2 4.1082; 2.198 <= lnM 6.900 <= 13.319
  M straight 992, M central max 1253, D 22, sweep 1.713e+14 mult-adds/vector
  ratios to W-2: M straight 3.12, M max 3.06, cost 41.8
asymptotic factors per W->W+2: exp(2a_1) = 1.555, exp(6a_1) = 3.760
gapped W=4 L=8: max over cuts S = 1.09259, S_1/2 = 1.82416
gapped W=4 L=16: max over cuts S = 1.09250, S_1/2 = 1.82438
gapped W=4 L=32: max over cuts S = 1.09250, S_1/2 = 1.82438
gapped W=4 L=64: max over cuts S = 1.09250, S_1/2 = 1.82438
delta=0.001 L=8: eps 3.226e-05, M 43, sweep 5.778e+08 mult-adds/vector
delta=0.001 L=32: eps 7.874e-06, M 60, sweep 5.852e+09 mult-adds/vector
  local exponents in L: M 0.240, cost 1.670
delta=0.001 L=128: eps 1.957e-06, M 82, sweep 5.607e+10 mult-adds/vector
  local exponents in L: M 0.225, cost 1.630
Delta=0 W=4 a=1: S(128) 2.1833, S(512) 2.6526, slope 0.3399, predicted 0.3333
Delta=0 W=4 a=0.5: S(128) 3.1500, S(512) 3.8403, slope 0.5001, predicted 0.5000
Delta=0 W=8 a=1: S(128) 6.3130, S(512) 7.7252, slope 1.0229, predicted 1.0000
Delta=0 W=8 a=0.5: S(128) 9.1091, S(512) 11.1757, slope 1.4971, predicted 1.5000
Delta=0 W=4 eps=0.0001 straight cut: M(32,128,512) = [64, 176, 466]
  local exponents of M in L: 0.730, 0.702
```
